# Decay of the Intersublattice Density Matrix in a Dimerized SSH Chain

## Problem

An infinite chain has two orthonormal orbitals, \(A_n\) and \(B_n\), in each cell \(n\). An electron hops with amplitude \(-t_1\) between \(A_n\) and \(B_n\), and with amplitude \(-t_2\) between \(B_n\) and \(A_{n+1}\). There are no other matrix elements, and \(t_1>t_2>0\). This is the Su–Schrieffer–Heeger (SSH) chain with fixed dimerization, treated as a model of independent electrons. It is half filled at zero temperature: for each spin the lower band is full and the upper band is empty.

Let \(P\) be the projector on the occupied band for one spin, and let

\[
P(R)=\langle A_n|P|B_{n+R}\rangle ,
\]

which does not depend on \(n\). The density matrix summed over both spins is \(2P\). Linear-scaling methods rely on the decay of such elements with distance.

1. At what rate per cell does \(P(R)\) decay exponentially, and which power of \(|R|\) multiplies the exponential for \(R\to+\infty\) and for \(R\to-\infty\)?
2. What are the full leading expressions, with signs and constants, and from what distance do they hold?
3. What changes if \(t_2>t_1\), or if \(t_1=t_2\)?
4. For \(t_1=3.0\) eV, \(t_2=2.4\) eV and a cell length of 2.5 Å, beyond how many cells does \(|P(R)|\) stay below \(10^{-6}\) in each direction?

The algebra is in atomic units. Distances are counted in cells, so the wave number \(k\) is dimensionless and runs from \(-\pi\) to \(\pi\).

## The projector in reciprocal space

Both the estimate and the exact solution start from the Bloch sums for a ring of \(N\) cells,

\[
|k,A\rangle=\frac{1}{\sqrt N}\sum_n e^{ikn}|A_n\rangle ,\qquad
|k,B\rangle=\frac{1}{\sqrt N}\sum_n e^{ikn}|B_n\rangle .
\]

Orbital \(A_n\) is coupled to \(B_n\) by \(-t_1\) and to \(B_{n-1}\) by \(-t_2\). The second coupling carries the phase \(e^{ik(n-1)}e^{-ikn}=e^{-ik}\). Hence

\[
H_{AB}(k)=-f(k),\qquad f(k)=t_1+t_2e^{-ik},\qquad H_{AA}=H_{BB}=0 .
\]

The square of this \(2\times2\) matrix is \(|f|^2\) times the unit matrix, so the energies are \(E=\pm|f|\), with

\[
E^2=t_1^2+t_2^2+2t_1t_2\cos k .
\]

The smallest \(|E|\) is \(t_1-t_2\), at \(k=\pi\), and the gap is \(2(t_1-t_2)\). With the Fermi level at zero, inside the gap, the projector is \(P=\tfrac12(1-\operatorname{sgn}H)\). Since \(H^2=|f|^2\), the sign function is \(\operatorname{sgn}H=H/|f|\), and

\[
P_{AA}(k)=P_{BB}(k)=\tfrac12,\qquad P_{AB}(k)=\frac{f(k)}{2|f(k)|}.
\]

The constant diagonal means that two different orbitals of the same sublattice have a vanishing density-matrix element. All the spatial decay is in \(P_{AB}\).

To return to real space, insert \(\langle A_n|=N^{-1/2}\sum_k e^{ikn}\langle k,A|\) and \(|B_{n+R}\rangle=N^{-1/2}\sum_k e^{-ik(n+R)}|k,B\rangle\). The phases combine to \(e^{-ikR}\), and for \(N\to\infty\)

\[
P(R)=\int_{-\pi}^{\pi}\frac{dk}{2\pi}\,e^{-ikR}P_{AB}(k). \tag{1}
\]

## First estimate by scaling

Suppose that the gap is small, \(\Delta=t_1-t_2\ll t_1\). The phase of \(f\) then varies fastest near \(k=\pi\), and this region should control the long-range behaviour. Put \(k=\pi+p\), so that \(e^{-ik}=-e^{-ip}\). For small \(p\),

\[
f\approx\Delta+ivp,\qquad |f|^2\approx\Delta^2+v^2p^2,\qquad v=\sqrt{t_1t_2}.
\]

The linear term of \(f\) has the coefficient \(t_2\), which differs from \(v\) only by a relative amount of order \(\Delta/t_1\), neglected here. Therefore

\[
P_{AB}\approx\frac12\sqrt{\frac{\Delta+ivp}{\Delta-ivp}} .
\]

For \(R>0\) the factor \(e^{-ipR}\) becomes small when \(p\) moves into the lower half plane, \(p=-iy\) with \(y>0\), where it equals \(e^{-yR}\). The contour can be lowered until it meets the point where the denominator \(\Delta-vy\) vanishes. For \(R<0\) it is moved upward, \(p=iy\), until the numerator \(\Delta-vy\) vanishes. Both points lie at the same distance from the real axis, which gives one estimated rate for the two directions:

\[
\kappa_0=\frac{\Delta}{v}=\frac{t_1-t_2}{\sqrt{t_1t_2}} .
\]

The powers follow from the behaviour just beyond these points. At \(y=\kappa_0+\delta\) the exponential is \(e^{-\kappa_0|R|}e^{-\delta|R|}\), so a range \(\delta\sim1/|R|\) contributes. In that range the square root has magnitude of order \((\kappa_0/\delta)^{1/2}\) for \(R>0\) and \((\delta/\kappa_0)^{1/2}\) for \(R<0\). Multiplying by the width \(1/|R|\) and dropping numerical factors gives

\[
|P(R)|\sim\kappa_0^{1/2}R^{-1/2}e^{-\kappa_0R},\qquad
|P(-R)|\sim\kappa_0^{-1/2}R^{-3/2}e^{-\kappa_0R}\qquad(R>0).
\]

The estimate requires \(\delta\ll\kappa_0\), that is, \(\kappa_0|R|\gg1\). It predicts unequal powers but leaves the constants open, and its rate rests on a small gap.

## Exact solution

### A product of two square roots

Define \(q=t_2/t_1<1\) and \(z=e^{ik}\). Then \(f=t_1(1+q/z)\) and \(f^*=t_1(1+qz)\). The real part of \(f\) is at least \(t_1-t_2>0\), so its phase lies between \(-\pi/2\) and \(\pi/2\). With the square roots taken as positive for positive argument, \(f/|f|=f^{1/2}(f^*)^{-1/2}\) without any ambiguity of sign, and

\[
2P_{AB}=\left(1+\frac qz\right)^{1/2}(1+qz)^{-1/2}. \tag{2}
\]

According to (1), \(P(R)\) is half the coefficient of \(z^R\) in this product.

The binomial series of the inverse root is

\[
(1-y)^{-1/2}=\sum_{m\ge0}a_my^m,\qquad
a_m=\frac{\frac12\cdot\frac32\cdots\frac{2m-1}{2}}{m!}=\frac{(2m)!}{4^m(m!)^2}.
\]

The other root is \((1-y)^{1/2}=(1-y)(1-y)^{-1/2}=\sum_m b_my^m\), so \(b_0=1\) and \(b_m=a_m-a_{m-1}\) for \(m\ge1\). Since \(a_{m-1}=a_m\,2m/(2m-1)\),

\[
b_m=-\frac{a_m}{2m-1}.
\]

This also gives \(b_0=1\). All \(b_m\) with \(m\ge1\) are negative. Setting \(y=-qz\) in the first series and \(y=-q/z\) in the second turns (2) into

\[
2P_{AB}=\sum_{m,j\ge0}a_mb_j(-q)^{m+j}z^{m-j},
\]

which converges absolutely because \(q<1\).

For \(R\ge0\) the power \(z^R\) requires \(m=R+j\), and \((-q)^{R+2j}=(-q)^Rq^{2j}\). For \(R=-L\) with \(L\ge1\) it requires \(j=L+m\). Thus

\[
P(R)=\frac{(-q)^R}{2}\sum_{j\ge0}a_{R+j}b_jq^{2j},\qquad
P(-L)=\frac{(-q)^L}{2}\sum_{m\ge0}a_mb_{L+m}q^{2m}. \tag{3}
\]

In one direction the inverse root supplies the high-order coefficient, in the other the square root does.

### The limit of large distance

Stirling's formula, \(n!\simeq\sqrt{2\pi n}\,(n/e)^n\), gives

\[
a_m\simeq\frac{\sqrt{4\pi m}\,(2m/e)^{2m}}{4^m\,2\pi m\,(m/e)^{2m}}=\frac1{\sqrt{\pi m}},\qquad
b_m\simeq-\frac{1}{2\sqrt\pi\,m^{3/2}} .
\]

Take \(a_R\) out of the first sum in (3). The remaining ratio is

\[
\frac{a_{R+j}}{a_R}=\prod_{i=R+1}^{R+j}\left(1-\frac1{2i}\right).
\]

It lies between 0 and 1, and for fixed \(j\) it tends to 1 as \(R\to\infty\). The terms are therefore bounded by \(|b_j|q^{2j}\), whose sum is finite, and the limit may be taken term by term:

\[
\sum_j\frac{a_{R+j}}{a_R}b_jq^{2j}\to\sum_jb_jq^{2j}=\sqrt{1-q^2}.
\]

In the second sum take out \(b_L\). The ratio \(b_{L+m}/b_L\) is \(a_{L+m}/a_L\) times \((2L-1)/(2L+2m-1)\), so it too lies between 0 and 1 and tends to 1. The terms are bounded by \(a_mq^{2m}\), and the sum tends to \(\sum_ma_mq^{2m}=1/\sqrt{1-q^2}\). The results are

\[
P(R)\simeq(-q)^R\,\frac{\sqrt{1-q^2}}{2\sqrt{\pi R}}\qquad(R\to+\infty), \tag{4}
\]

\[
P(-L)\simeq-(-q)^L\,\frac{1}{4\sqrt\pi\,L^{3/2}\sqrt{1-q^2}}\qquad(L\to+\infty). \tag{5}
\]

Because \(q^R=e^{-R\ln(t_1/t_2)}\), the rate in both directions is

\[
\kappa=\ln\frac{t_1}{t_2}\quad\text{per cell}.
\]

The powers are \(-1/2\) toward positive \(R\) and \(-3/2\) toward negative \(R\). The signs alternate from cell to cell because the gap is smallest at \(k=\pi\). The extra minus sign in (5) comes from the negative \(b_m\); it makes the weak-bond element \(P(-1)\) positive, as is the strong-bond element \(P(0)\).

### Where the limit is reached

The next order of Stirling's formula multiplies \(n!\) by \(1+1/(12n)\). In \(a_m\) this produces the factor \(1+\frac1{24m}-\frac1{6m}=1-\frac1{8m}\). Expanding \((R+j)^{-1/2}\) as well,

\[
a_{R+j}=\frac1{\sqrt{\pi R}}\left[1-\frac1R\left(\frac18+\frac j2\right)+\dots\right].
\]

The expansion may be used inside the sum because the weight \(q^{2j}\) makes terms with \(j\) comparable to \(R\) exponentially small. With \(x=q^2\), the average of \(j\) that is needed is

\[
\frac{\sum_jjb_jx^j}{\sum_jb_jx^j}=\frac{x\,\frac{d}{dx}\sqrt{1-x}}{\sqrt{1-x}}=-\frac u2,\qquad u=\frac{q^2}{1-q^2}.
\]

For the other direction, \(1/(2m-1)=\frac1{2m}(1+\frac1{2m}+\dots)\) changes the factor \(1-\frac1{8m}\) into \(1+\frac3{8m}\) in \(b_m\), and \((L+m)^{-3/2}\) contributes \(-3m/(2L)\). The average of \(m\) with weights \(a_mx^m\) is \(x\frac{d}{dx}\ln(1-x)^{-1/2}=u/2\). The right-hand sides of (4) and (5) are thus multiplied by

\[
1+\frac1R\left(-\frac18+\frac u4\right)\quad\text{and}\quad
1+\frac1L\left(\frac38-\frac{3u}4\right), \tag{6}
\]

respectively, up to terms of second order in the inverse distance. For a small gap \(1-q^2\approx2\kappa\) and \(u\approx1/(2\kappa)\), so the first relative corrections approach \(1/(8\kappa R)\) and \(-3/(8\kappa L)\). For a small gap the natural unit of distance is therefore the decay length of \(1/\kappa\) cells: at four decay lengths these terms are about \(+3\%\) and \(-9\%\), and the full deviations for \(q=0.999\) are \(+3.0\%\) and \(-7.7\%\). For a larger gap these figures do not apply. At \(q=0.8\) the deviations at four decay lengths (18 cells) are \(+1.6\%\) and \(-4\%\); the first-order terms vanish and change sign at \(q^2=1/3\), and for \(q\to0\) they become \(-1/(8R)\) and \(+3/(8L)\), so that the cell itself is the unit. For any \(q\) the second coefficient in (6) is \(-3\) times the first, so at large distance, and away from \(q^2=1/3\), the deviation for negative \(R\) is about three times larger in magnitude. In the opposite limit \(q\to0\) only the first terms of (3) survive, \(P(R)\to\frac12(-q)^Ra_R\) and \(P(-L)\to\frac12(-q)^Lb_L\). The two powers therefore persist for strong dimerization.

### Which direction has which power

The labels "positive" and "negative" depend on how the cells were drawn. The bonds do not. For \(R\ge0\) the path from \(A_n\) to \(B_{n+R}\) starts on a strong bond \(t_1\), ends on one, and contains \(R+1\) strong and \(R\) weak bonds. For \(R=-L\) it starts and ends on weak bonds and contains \(L\) weak and \(L-1\) strong ones. The power \(-1/2\) belongs to paths with strong end bonds, and \(-3/2\) to paths with weak end bonds.

To see that this rule survives an exchange of the hoppings, write the exchanged function as

\[
t_2+t_1e^{-ik}=e^{-ik}\left(t_1+t_2e^{ik}\right)=e^{-ik}f(-k).
\]

Its modulus is \(|f(-k)|\), so the exchanged projector is \(e^{-ik}P_{AB}(-k)\). Inserting this in (1) and replacing \(k\) by \(-k\) gives

\[
P_{\text{exchanged}}(R)=\int_{-\pi}^{\pi}\frac{dk}{2\pi}e^{ik(R+1)}P_{AB}(k)=P(-R-1).
\]

A chain with \(t_2>t_1\) therefore decays at \(|\ln(t_1/t_2)|\) per cell, with the power \(-3/2\) toward positive \(R\) and \(-1/2\) toward negative \(R\).

At \(t_1=t_2\) the gap closes and the exponential disappears. Then \(f=2t_1\cos(k/2)\,e^{-ik/2}\), with a positive cosine inside the zone, and (1) becomes

\[
P(R)=\frac12\int_{-\pi}^{\pi}\frac{dk}{2\pi}e^{-ik(R+1/2)}
=\frac{\sin[\pi(R+\frac12)]}{2\pi(R+\frac12)}=\frac{(-1)^R}{2\pi(R+\frac12)} .
\]

This metallic chain has the power \(-1\) in both directions.

## Numbers for the example

The hoppings give \(q=2.4/3.0=0.8\), \(q^2=0.64\) and \(u=0.64/0.36=1.778\). The gap is \(2(3.0-2.4)=1.2\) eV. The rate is \(\kappa=\ln1.25=0.2231\) per cell, so the decay length is \(2.5/0.2231=11.2\) Å, or 21.2 bohr.

At 100 cells, \(0.8^{100}=2.037\times10^{-10}\). Equations (4) and (5) give

\[
P(100)\simeq2.037\times10^{-10}\,\frac{0.6}{2\sqrt{100\pi}}=3.448\times10^{-12},
\]

\[
P(-100)\simeq-\frac{2.037\times10^{-10}}{4\sqrt\pi\cdot1000\cdot0.6}=-4.789\times10^{-14}.
\]

For comparison, the integral (1) was evaluated as a sum over 1200 equally spaced wave numbers in 70-digit arithmetic. The table lists these values and their ratios to the leading laws.

| \(R\) | \(P(R)\) | ratio to (4) | \(P(-R)\) | ratio to (5) |
|---|---|---|---|---|
| 5 | \(-2.585\times10^{-2}\) | 1.042 | \(6.302\times10^{-3}\) | 0.915 |
| 10 | \(5.894\times10^{-3}\) | 1.026 | \(-7.496\times10^{-4}\) | 0.939 |
| 50 | \(3.437\times10^{-7}\) | 1.006 | \(-9.326\times10^{-9}\) | 0.983 |
| 100 | \(3.459\times10^{-12}\) | 1.003 | \(-4.745\times10^{-14}\) | 0.991 |

The factors (6) at 100 cells are \(1+0.319/100=1.003\) and \(1-0.958/100=0.990\), which accounts for most of the remaining deviations. At a distance of one cell the correction factors (6) make the agreement worse. The weak-bond element is \(P(-1)=0.222\), whereas (5) gives 0.188, and the factor \(1-0.958\) would reduce this to almost nothing. In the other direction the numerical value \(P(1)=-0.143\) is only 1.054 times the value of (4), while the correction factor would be 1.319. For negative \(R\) the factor still worsens the agreement at 5 cells, where \(P(-5)\) is 1.13 times the corrected law and 0.915 times the leading one; at 10 cells it improves it, with ratios 1.039 and 0.939.

For the truncation range, a periodic ring of 240 cells was diagonalized. The magnitude stays below \(10^{-6}\) from 46 cells onward for positive \(R\), and from 33 cells onward for negative \(R\). Counted between cells, without the offset of \(B\) from \(A\) inside a cell, these separations are \(46\times2.5=115\) Å and \(33\times2.5=82.5\) Å. The common rate alone would not reveal this difference. The threshold applies to single elements; it is not a bound on the error of the energy after truncation.

## Comparison of the estimate with the solution

The scaling argument gives both powers correctly. Its rate is related to the exact one by

\[
\kappa_0=\sqrt{\frac{t_1}{t_2}}-\sqrt{\frac{t_2}{t_1}}=2\sinh\frac\kappa2
=\kappa\left(1+\frac{\kappa^2}{24}+\dots\right).
\]

In the example \(\kappa_0=0.6/\sqrt{7.2}=0.2236\), which is 0.2% above \(\kappa\). This closeness depends on the choice \(v=\sqrt{t_1t_2}\), taken from the \(p^2\) term of \(|f|^2\); with the linear coefficient \(t_2\) of \(f\) in its place the rate would be \(\Delta/t_2=0.25\), which is 12% above \(\kappa\). For strong dimerization the estimate fails, since \(\kappa_0\) grows as \(q^{-1/2}\) while \(\kappa\) grows only as \(\ln(1/q)\). The exact \(\kappa\) follows from the same argument without the expansion in \(p\): at \(k=\pi\pm i\kappa\),

\[
E^2=t_1^2+t_2^2-2t_1t_2\cosh\kappa=t_1^2+t_2^2-(t_1^2+t_2^2)=0 .
\]

The constants show what scaling leaves out. For \(R>0\) the estimated coefficient of \(R^{-1/2}\) is \(\sqrt{0.2236}=0.47\), while (4) gives \(0.6/(2\sqrt\pi)=0.17\). For \(R<0\) the estimated coefficient of \(|R|^{-3/2}\) is \(1/\sqrt{0.2236}=2.1\), while (5) gives \(1/(4\sqrt\pi\cdot0.6)=0.24\). The dependence on a small gap is nevertheless right, because \(\sqrt{1-q^2}\approx\sqrt{2\kappa}\) appears in the numerator of (4) and in the denominator of (5).

The asymmetry between the directions is, from (4) and (5),

\[
\left|\frac{P(R)}{P(-R)}\right|\simeq2R(1-q^2),
\]

against \(\kappa_0R\) from scaling. At \(R=400\) this leading law gives \(2\cdot400\cdot0.36=288\), and the numerical sum gives 289; the scaling form gives 89. The estimate thus identifies the linear growth of the asymmetry, and the exact solution supplies the missing factor. Since \(\kappa_0=(1-q)/\sqrt q\), this factor is \(2(1-q^2)/\kappa_0=2(1+q)\sqrt q\), which is 3.2 for \(q=0.8\) and tends to 4 as the gap closes.

Numerical values quoted here were computed with a short program.
